\section*{Why a strong magnetic field destabilizes the charged-vector vacuum}

\section{The decision at the threshold}

Suppose that the loop of a charged vector boson is to be included in the effective Lagrangian of a magnetic field. One must decide whether the proper-time integral can be evaluated along the real axis and its value used, with the sign reversed, as the loop contribution to the energy density of a stable vacuum. For gyromagnetic factor $g=2$ it can up to $eB=M^2$ in natural units. Above that field the integral diverges, its continuation is complex, and the state about which the loop was expanded decays. At equality the lowest mode is marginal and the imaginary part is still zero.

The algebra uses atomic units with $c$ kept. The boson has charge $+1$ and mass $M$, the field $B>0$ is uniform, static and along $z$, and
\begin{equation}
\mu=Mc,\qquad \varepsilon=E/c,\qquad \boldsymbol\Pi=\mathbf p-\mathbf A,\qquad [\Pi_x,\Pi_y]=iB .
\end{equation}
The threshold is then $B=\mu^2$. The boson field is kept to quadratic order: its self-interaction and its effect on $B$ are left out.

\section{The contributions to the energy of a mode}

With metric $(+,-,-,-)$, $\Pi^0=\varepsilon$ and $G^{\mu\nu}=\Pi^\mu W^\nu-\Pi^\nu W^\mu$, the field equation is
\begin{equation}
\Pi_\mu G^{\mu\nu}-\mu^2W^\nu+(g-1)B(S_zW)^\nu=0. \label{field}
\end{equation}
The spin matrix acts as $(S_zW)_x=-iW_y$, $(S_zW)_y=iW_x$ and gives zero on $W^0$ and $W_z$. Below, components with Latin labels are those of ordinary spatial vectors. The component $\nu=0$ contains no $\varepsilon^2$ and is a constraint:
\begin{equation}
(\boldsymbol\Pi^2+\mu^2)W^0=\varepsilon\,\boldsymbol\Pi\cdot\mathbf W .
\end{equation}
The spatial components read
\begin{equation}
\varepsilon^2W_i-\varepsilon\Pi_iW^0-(C\mathbf W)_i-\mu^2W_i+(g-1)B(S_z\mathbf W)_i=0, \label{space}
\end{equation}
with $(C\mathbf W)_i=\sum_j\Pi_j(\Pi_jW_i-\Pi_iW_j)$. Inserting $W^0$ gives
\begin{align}
\varepsilon^2T\mathbf W&=A\mathbf W, &
T_{ij}&=\delta_{ij}-\Pi_i(\boldsymbol\Pi^2+\mu^2)^{-1}\Pi_j,\\
&& A&=C+\mu^2-(g-1)BS_z .
\end{align}

\subsection{Gradient energy and mass}

Moving $\Pi_j$ to the left factor and using the antisymmetry in $i,j$,
\begin{equation}
\langle\mathbf W,C\mathbf W\rangle=\tfrac12\sum_{ij}\|\Pi_jW_i-\Pi_iW_j\|^2\ge0 .
\end{equation}
The operator subtracted from 1 in $T$ is nonnegative. Its nonzero spectrum is that of $\boldsymbol\Pi^2/(\boldsymbol\Pi^2+\mu^2)$, which lies below 1, so $0<T\le1$. Hence $\varepsilon^2=\langle A\rangle/\langle T\rangle$ is real and has the sign of $\langle A\rangle$. Gradient energy and mass alone cannot make it negative.

At $g=1$ nothing else is present. Then $A\ge\mu^2$ and $T\le1$ give $\varepsilon^2\ge\mu^2$ at every field strength. Spin 1 and charge are therefore not sufficient for the instability.

\subsection{The extra magnetic moment}

For $g>1$, the largest eigenvalue of $S_z$ being 1,
\begin{equation}
A\ge\mu^2-(g-1)B .
\end{equation}
No mode is unstable below $B=\mu^2/(g-1)$. To see whether the bound is reached, commute the factors in $C$:
\begin{equation}
(C\mathbf W)_i=\boldsymbol\Pi^2W_i-\Pi_i(\boldsymbol\Pi\cdot\mathbf W)-\sum_j[\Pi_j,\Pi_i]W_j .
\end{equation}
For $i=x$ the last term is $+iBW_y=-B(S_z\mathbf W)_x$; for $i=y$ it is $-iBW_x=-B(S_z\mathbf W)_y$. Thus
\begin{equation}
A\mathbf W=(\boldsymbol\Pi^2+\mu^2-gBS_z)\mathbf W-\boldsymbol\Pi(\boldsymbol\Pi\cdot\mathbf W). \label{Aform}
\end{equation}
One unit of the Zeeman term comes from minimal coupling, and the remaining $g-1$ from the explicit magnetic coupling.

Now take
\begin{equation}
\mathbf W=\frac{\varphi}{\sqrt2}(1,i,0),\qquad(\Pi_x+i\Pi_y)\varphi=0 .
\end{equation}
This has $S_z\mathbf W=\mathbf W$ and $\boldsymbol\Pi\cdot\mathbf W=0$, so $W^0=0$ and $T\mathbf W=\mathbf W$. The orbital part follows from
\begin{equation}
\Pi_x^2+\Pi_y^2=(\Pi_x-i\Pi_y)(\Pi_x+i\Pi_y)-i[\Pi_x,\Pi_y],
\end{equation}
whose last term is $+B$. Therefore
\begin{equation}
\varepsilon^2=\mu^2+p_z^2+\underbrace{B}_{\text{orbital}}-\underbrace{gB}_{\text{Zeeman}} . \label{low}
\end{equation}
At $p_z=0$ this saturates the bound. For $g=2$ the orbital cost $+B$ is outweighed by the Zeeman gain $-2B$, and $E^2=M^2c^4+c^2p_z^2-c^2B$.

A scalar has the orbital cost alone, $+B$. For a Dirac particle, $(\boldsymbol\sigma\cdot\boldsymbol\Pi)^2=\boldsymbol\Pi^2-B\sigma_z$, so its lowest shift is $B-B=0$. The three shifts $+B,0,-B$ agree with the separate diagonalizations in the numerical output.

\subsection{The full spectrum at $g=2$}

Apply $\Pi_\nu$ to Eq.~(\ref{field}). Since $G^{\mu\nu}$ is antisymmetric, $\Pi_\nu\Pi_\mu G^{\mu\nu}=\tfrac12[\Pi_\nu,\Pi_\mu]G^{\mu\nu}=iB(\Pi_yW_x-\Pi_xW_y)$. The magnetic term gives $-(g-1)$ times the same expression, the minus sign coming from the lowered spatial index. Hence
\begin{equation}
i(2-g)B(\Pi_yW_x-\Pi_xW_y)=\mu^2\Pi_\nu W^\nu .
\end{equation}
At $g=2$ this forces $\varepsilon W^0=\boldsymbol\Pi\cdot\mathbf W$. The two longitudinal terms in Eq.~(\ref{space}) then cancel, leaving
\begin{equation}
\varepsilon^2\mathbf W=(\boldsymbol\Pi^2+\mu^2-2BS_z)\mathbf W .
\end{equation}
Conversely, a spatial solution with $\varepsilon\ne0$ also satisfies the constraint, because the commutators give $\boldsymbol\Pi^2(\boldsymbol\Pi\cdot\mathbf W)=\boldsymbol\Pi\cdot(\boldsymbol\Pi^2-2BS_z)\mathbf W$. All three polarizations are therefore present:
\begin{equation}
\varepsilon^2=\mu^2+p_z^2+B(2n+1-2s),\quad n=0,1,\ldots,\quad s=-1,0,1. \label{levels}
\end{equation}
The shift $-B$ occurs once per Landau orbital, $+B$ twice, and each higher odd multiple three times. This pattern was tested by diagonalizing $A$ and $T$ without assuming the divergence condition.

\section{From a negative square to an imaginary Lagrangian}

\subsection{The rate of one mode}

Let $\kappa^2=B-\mu^2>0$. Modes of the lowest level with $|p_z|<\kappa$ have $E^2=-\Gamma^2$, where
\begin{equation}
\Gamma=c\sqrt{\kappa^2-p_z^2}.
\end{equation}
Since $T=1$ on them, their kinetic energy is positive and their potential energy is inverted. The complex amplitude of each mode consists of two real coordinates, each with $H=(p^2-\Gamma^2q^2)/2$.

Start one coordinate in a Gaussian $\propto e^{-\Omega q^2/2}$, for example the ground state of a stable oscillator of frequency $\Omega$. The Schr\"odinger equation is solved by
\begin{equation}
\psi=\left(\frac{\Omega}{\pi}\right)^{1/4}u^{-1/2}\exp\left(\frac{i\dot u}{2u}q^2\right),\qquad \ddot u=\Gamma^2u,
\end{equation}
with $u(0)=1$ and $\dot u(0)=i\Omega$. Substitution shows this: the terms without $q^2$ are $-i\dot u/(2u)$ on both sides, and those with $q^2$ agree by the equation for $u$. So $u=\cosh\Gamma t+i(\Omega/\Gamma)\sinh\Gamma t$. The Gaussian overlap with the initial state is $[2\Omega/(\Omega u-i\dot u)]^{1/2}$, and the return probability becomes
\begin{equation}
P(t)=\left[\cosh^2\Gamma t+\frac14\left(\frac{\Omega}{\Gamma}-\frac{\Gamma}{\Omega}\right)^2\sinh^2\Gamma t\right]^{-1/2}.
\end{equation}
For $\Gamma t\gg1$ it falls as $e^{-\Gamma t}$. The initial width affects the prefactor but not this rate. Two coordinates give $e^{-2\Gamma t}$ for each complex mode.

\subsection{The number of modes}

In the gauge $\mathbf A=(0,Bx,0)$ the lowest orbitals are $e^{iky}$ times a Gaussian centred at $x=k/B$. The spacing of $k$ is $2\pi/L_y$, and the centres must lie in a length $L_x$. This gives $BL_xL_y/(2\pi)$ orbitals, or $B/(2\pi)$ per area.

The effective Lagrangian is defined through the persistence probability $\exp(-2\,\mathrm{Im}\,\mathcal L\,Vt)$ for volume $V$. Comparing with the product of $e^{-2\Gamma t}$ over modes gives $V\,\mathrm{Im}\,\mathcal L=\sum\Gamma$, hence
\begin{align}
\mathrm{Im}\,\mathcal L&=\frac{B}{2\pi}\int_{-\kappa}^{\kappa}\frac{dp_z}{2\pi}\,c\sqrt{\kappa^2-p_z^2}
=\frac{B}{2\pi}\,\frac{c}{2\pi}\,\frac{\pi\kappa^2}{2}\nonumber\\
&=\frac{cB(B-M^2c^2)}{8\pi}\qquad(B>M^2c^2). \label{im}
\end{align}
Just above threshold the result is linear in $B-\mu^2$: one factor $\kappa$ comes from the momentum interval, the other from the rates. For $B\gg\mu^2$ it tends to $cB^2/(8\pi)$ within this quadratic theory, and the mass no longer matters.

A lattice count found one unstable transverse mode per flux quantum. Its summed rate was 1.4\% above Eq.~(\ref{im}). The sign of this difference follows from the lattice operator: $2-2\cos\Pi_i\simeq\Pi_i^2-\Pi_i^4/12$, and $\langle\Pi_i^4\rangle=3B^2/4$ in the lowest orbital. The two directions lower the energy by $B^2/8$ at unit spacing, which raises $\kappa^2$.

\section{The same result from the proper-time integral}

A complex mode of real frequency has zero-point energy $E$, half from each coordinate. Thus $\mathcal L$ is minus the density of $\sum E$. Up to a divergence at small $\tau$, which is regulated and subtracted,
\begin{equation}
\sqrt\lambda=-\frac1{2\sqrt\pi}\int_0^\infty\frac{d\tau}{\tau^{3/2}}e^{-\lambda\tau},\qquad
\int\frac{dp_z}{2\pi}e^{-p_z^2\tau}=\frac1{2\sqrt{\pi\tau}} .
\end{equation}
With $x=B\tau$, the geometric series over the levels~(\ref{levels}) is
\begin{equation}
\sum_{n,s}e^{-(2n+1-2s)x}=\frac{1+2\cosh2x}{2\sinh x}.
\end{equation}
Combining the factors $B/(2\pi)$, $1/(2\sqrt\pi)$ and $1/(2\sqrt{\pi\tau})$, and writing $z=\mu^2/B$,
\begin{equation}
\mathcal L=\frac{cB^2}{16\pi^2}\int_0^\infty\frac{dx}{x^3}e^{-zx}\left[f(x)-3-\frac72x^2\right],\quad
f=\frac{x(1+2\cosh2x)}{\sinh x}. \label{eh}
\end{equation}
The subtractions follow from $f=(3+4x^2+\cdots)(1-x^2/6+\cdots)$. The 3 is independent of the field, and the $x^2$ term is absorbed in the charge. In its coefficient the spin contributes $+4$ and the orbital motion $-1/2$.

At large $x$ the lowest level contributes $2xe^x$ to $f$, so the integrand behaves as $2x^{-2}e^{(1-z)x}$. It converges at $z=1$ and diverges for $z<1$. Set $a=z-1$ and continue the contribution of this level from $a>0$. With a small cutoff $\delta$,
\begin{equation}
I(a)=2\int_\delta^\infty\frac{dx}{x^2}e^{-ax},\qquad
I''(a)=\frac{2e^{-a\delta}}a\longrightarrow\frac2a .
\end{equation}
Integrating twice gives $I=2a\ln a$ plus terms linear in $a$ with real coefficients. The prescription $M^2-i0$ puts $a=(1-z)e^{-i\pi}$ above threshold, so $\ln a=\ln(1-z)-i\pi$ and
\begin{equation}
\mathrm{Im}\,I=2\,[-(1-z)]\,(-\pi)=2\pi(1-z).
\end{equation}
The other levels and the subtractions remain real. Multiplication by $cB^2/(16\pi^2)$ reproduces Eq.~(\ref{im}). The sign belongs to $E\to-i\Gamma$, for which the persistence probability decreases.

The complete integral, evaluated at complex mass squared and extrapolated to the real axis, gives an imaginary part of 3.1416 at $z=0.5$, where the formula gives $\pi$. At $z=1.5$, below threshold, it gives zero to the printed accuracy.

\section{Weighing the terms in a numerical case}

Take a model boson of rest energy $1.0\times10^{11}$ eV. Its reduced Compton length $1/\mu$ is $1.97\times10^{-8}$ angstrom. At threshold the magnetic length $B^{-1/2}$ has this same value; the field converts to $1.69\times10^{20}$ tesla.

At 0.75 of threshold the lowest level is $\sqrt{1-0.75}\,Mc^2=5.0\times10^{10}$ eV, and the vacuum is stable at this order. At 1.25 of threshold, in units of $(Mc^2)^2$, the mass contributes $+1$, the orbital motion $+1.25$ and the Zeeman term $-2.50$:
\begin{equation}
E^2=(1+1.25-2.50)(10^{11}\ \mathrm{eV})^2=-2.5\times10^{21}\ \mathrm{eV}^2 .
\end{equation}
In the same field a scalar of this mass has its lowest level at $1.5\times10^{11}$ eV and a Dirac particle at $1.0\times10^{11}$ eV.

The largest growth rate, expressed as an energy, is $5.0\times10^{10}$ eV. Unstable wave numbers extend to $\kappa=2.53\times10^7$ per angstrom. The density of unstable complex modes is $(B/2\pi)(2\kappa/2\pi)=B\kappa/(2\pi^2)=4.12\times10^{21}$ per cubic angstrom. The average of the half-circle in Eq.~(\ref{im}) is $\pi/4$ of its maximum, so the mean rate is $3.93\times10^{10}$ eV. Their product is
\begin{equation}
\mathrm{Im}\,\mathcal L=(4.12\times10^{21})(3.93\times10^{10})
=1.62\times10^{32}\ \mathrm{eV/angstrom^3}.
\end{equation}
Twice this value, multiplied by the cube of the reduced Compton length $1/\mu$, is $2.5\times10^9$ eV, or 2.5\% of the rest energy. The decay rate in the volume $\mu^{-3}$ is thus much smaller than the largest growth rate of a single mode, because this volume holds on average only about 0.03 unstable modes.

\section{Where the result stops}

If boundary conditions exclude $|p_z|<p_{\min}$, Eq.~(\ref{low}) moves the $g=2$ threshold to $B=\mu^2+p_{\min}^2$. For other $g>1$ in the uniform field it is $\mu^2/(g-1)$. The constant decay rate is approached once $\Gamma t\gg1$ for most of the unstable modes, provided that the quadratic theory still holds. The return probability starts with zero slope. For one coordinate the rate $-\dot P/P$ is $\Gamma(1+b^2)\tanh\Gamma t/(1+b^2\tanh^2\Gamma t)$, with $b=\tfrac12(\Omega/\Gamma-\Gamma/\Omega)$. It rises above $\Gamma$ and then settles from above if $b^2>1$, that is, if $\Omega/\Gamma$ or $\Gamma/\Omega$ exceeds $1+\sqrt2$; otherwise it approaches $\Gamma$ from below. Once the boson amplitude is large, its self-interaction and its currents enter, and the quadratic theory determines neither the final state nor its energy. Below threshold, minus Eq.~(\ref{eh}) is the loop contribution to the energy density. Above threshold, minus its real part is not the corresponding energy density of a stable vacuum; a calculation that needs one must first find a new background.

\section*{Computed results}
\begin{verbatim}
TESTS (dimensionless)
vector levels (eps^2-mu^2-pz^2)/B: [-1.  1.  1.  3.  3.  3.  5.  5.  5.]
lowest shift/B, scalar: 1.000000
lowest shift/B, Dirac: 0.000000
lowest shift/B, vector g=2: -1.000000
g=1, B=20 mu^2, pz=0.3 mu: lowest eps^2/mu^2 = 1.090000
lattice: flux quanta 6, unstable modes 6
lattice Im L / formula: 1.0137
oscillator widths 0.7, 1.0, 1.6: decay rate / growth rate = [0.9984 0.9979 0.9987]
charge coefficient of kernel (x=0.01): 3.5001
z=0.5: Im integral 3.14161, formula 3.14159
z=0.8: Im integral 1.25679, formula 1.25664
z=1.5: Im integral -0.00000, formula 0.00000
EXAMPLE
rest energy M c^2: 1.000e+11 eV
reduced Compton length: 1.9733e-08 angstrom
magnetic length at threshold: 1.9733e-08 angstrom
threshold field, converted: 1.6904e+20 tesla
chosen fields / threshold: 0.75 and 1.25
lowest vector level at 0.75: 5.0000e+10 eV
lowest vector E^2 at 1.25: -2.5000e+21 eV^2
lowest scalar level at 1.25: 1.5000e+11 eV
lowest Dirac level at 1.25: 1.0000e+11 eV
magnetic length at 1.25: 1.7649e-08 angstrom
largest growth rate times hbar: 5.0000e+10 eV
light path in one e-folding: 3.9465e-08 angstrom
unstable wave numbers up to: 2.5339e+07 1/angstrom
density of unstable complex modes: 4.1209e+21 1/angstrom^3
mean growth rate times hbar: 3.9270e+10 eV
Im L from mode integral: 1.6183e+32 eV/angstrom^3
Im L from formula: 1.6183e+32 eV/angstrom^3
2 Im L (decay rate density * hbar): 3.2365e+32 eV/angstrom^3
2 Im L times Compton length cubed: 2.4868e+09 eV
\end{verbatim}
